The Parallel Transport Gauge and the Step Size of Implicit Propagators

Setting. Hartree atomic units are used. The N occupied orbitals of a closed-shell system are the columns of an N_b×N matrix Ψ(t) in an orthonormal basis. A star is the adjoint (for a number, the complex conjugate), a prime is a time derivative, and ‖X‖² = tr(X*X). The time-dependent Kohn–Sham equation is

iΨ′ = H(t,P)Ψ,  Ψ*Ψ = 1,  P = ΨΨ*.

H is Hermitian and depends on the orbitals through the instantaneous projector P alone, as it does for an adiabatic functional. Q = 1 − P. This choice of orbitals is called the Schrödinger gauge.

(a) Let Φ = ΨU(t) with U a unitary N×N matrix and U(0) = 1. Find the U that makes ‖Φ′‖ smallest at every instant, the equation for Φ, and the value of the minimum.

Solution. Since UU* = 1, ΦΦ* = P, so H is the same for every U. Differentiating and using Ψ = ΦU*,

Φ′ = Ψ′U + ΨU′ = −iHΦ + ΦG,  G = U*U′.

The derivative of U*U = 1 is G* + G = 0, so G is anti-Hermitian, and any anti-Hermitian G(t) defines a unitary U through U′ = UG. Write HΦ = QHΦ + PHΦ = QHΦ + ΦM with M = Φ*HΦ, which is Hermitian. Then

Φ′ = −iQHΦ + Φ(G − iM).

The cross term in the squared norm contains (QHΦ)*Φ = Φ*HQΦ, which is zero because QΦ = 0. Also ‖ΦX‖² = tr(X*Φ*ΦX) = ‖X‖². Hence

‖Φ′‖² = ‖QHΦ‖² + ‖G − iM‖².

The first term equals tr(Φ*HQHΦ) = tr(PHQH) and does not depend on U. The second vanishes if and only if G = iM, which is allowed because (iM)* = −iM. Inserting it,

iΦ′ = HΦ − Φ(Φ*HΦ),  that is  Φ′ = −iQHΦ,  Φ*Φ′ = 0.   (1)

This is the parallel transport (PT) gauge: the orbitals move out of the occupied space when that space moves and do not rotate inside it. For U, U′ = iUM with M = U*(Ψ*HΨ)U gives iU′ = −(Ψ*HΨ)U, a linear equation with one solution for U(0) = 1.

For the minimum, [H,P] = QHP − PHQ, because the PHP terms cancel. The two pieces are adjoints of each other and orthogonal, tr[(QHP)*PHQ] = tr(PHQPHQ) = 0, and each has squared norm tr(PHQH). Therefore

min ‖Φ′‖² = ½‖[H,P]‖².   (2)

For a stationary state [H,P] = 0 and Φ is constant, while the Schrödinger orbitals turn as e^(−iε_i t). In the numerical check, direct minimization over G for a random 6×2 case gives 2.273080 Ha², equal to (2), against 4.106097 Ha² at G = 0.

(b) Take (1) as an equation in its own right, with P = ΦΦ*. Show that it keeps the orbitals orthonormal and reproduces the Kohn–Sham P(t), express Φ′ through P′, and give the finite-step form of the minimization.

Solution. Let O = Φ*Φ, not assumed to be 1. From Φ′ = −i(HΦ − ΦM),

Φ*Φ′ = −i(M − OM),  Φ′*Φ = i(M − MO),  O′ = i(OM − MO).

For given M(t) this is linear in O, and O = 1 solves it, so O(0) = 1 implies O(t) = 1. For the projector,

P′ = −i(HΦ − ΦM)Φ* + iΦ(Φ*H − MΦ*) = −i[H,P],

since the two ΦMΦ* terms cancel. The Schrödinger gauge gives the same closed equation with the same initial value, hence the same P(t) and the same observables. Differentiating PΦ = Φ gives P′Φ + PΦ′ = Φ′, and PΦ′ = ΦΦ*Φ′ = 0, so

Φ′ = P′Φ.   (3)

For a finite step, let Ψ₁ span the occupied space at t + δt and choose U to minimize ‖Ψ₁U − Φ₀‖² = 2N − 2 Re tr(U*Ψ₁*Φ₀). With the singular value decomposition Ψ₁*Φ₀ = LΣR*, the trace is tr(R*U*LΣ). The diagonal entries of the unitary matrix R*U*L have modulus at most 1, so the maximum is at U = LR*. Then Φ₁*Φ₀ = RΣR* is Hermitian. At first order in δt this makes Φ′*Φ Hermitian, orthonormality makes it anti-Hermitian, and so it is zero, as in (1). On a driven 6×2 model whose H depends on P, the program tests both the agreement of the projectors and this alignment, whose distance from the solution of (1) falls from 5.604×10⁻⁵ to 1.401×10⁻⁵ when δt is halved, the factor 4 of second order.

(c) The Crank–Nicolson (CN) rule for y′ = F(y) is y₁ = y₀ + (h/2)[F(y₀) + F(y₁)]. Find its one-step error for (1) and, with H frozen, for the Schrödinger gauge. Does the comparison decide which gauge allows the larger step?

Solution. The solution has y(h) = y + hy′ + h²y″/2 + h³y‴/6 + O(h⁴), and

y + (h/2)[y′(0) + y′(h)] = y + hy′ + h²y″/2 + h³y‴/4 + O(h⁴).

Subtracting, y₁ − y(h) = h³y‴(1/4 − 1/6) + (h/2)[F(y₁) − F(y(h))] + O(h⁴). The bracket is of the order of y₁ − y(h), so its term is O(h⁴), and the error is +h³y‴/12. From (3), Φ″ = P″Φ + P′Φ′ = (P″ + P′²)Φ, and

Φ‴ = (P‴ + P″P′ + P′P″)Φ + (P″ + P′²)P′Φ = (P‴ + 2P″P′ + P′P″ + P′³)Φ.   (4)

Only derivatives of P appear. With H frozen, Ψ‴ = (−iH)³Ψ = iH³Ψ, which for eigenstates has the size of the cubes of the occupied energies. For the random model at h = 0.002 one PT-CN step is in error by 4.2725×10⁻⁹, as (4) predicts.

The comparison does not decide the question. The orbital error is gauge dependent: for an eigenstate of a frozen H the Schrödinger CN step multiplies each orbital by a wrong phase, which is a large orbital error and no error in P. A fair comparison uses P, as the remaining parts do.

(d) Let the ground state have real orbitals, occupied levels ε_i, empty levels ε_a and gaps Δ_ai = ε_a − ε_i > 0, with a local functional. A weak field adds E₀ y cos Ωt to H. Linearize (1), find the steady response and the free frequencies, and decide whether the gauge helps the explicit fourth-order Runge–Kutta method (RK4).

Solution. Write φ_i = |i⟩ + Σ_a c_ai|a⟩ + Σ_j x_ji|j⟩ and H = H₀ + δH, and keep first order. The change of M is δM_ji = x_ij*ε_i + ε_j x_ji + δH_ji. The occupied component of (1) is

i x_ji′ = ε_j x_ji + δH_ji − x_ji ε_i − δM_ji = −σ_ji ε_i,  σ_ji = x_ji + x_ij*.

Here σ is the first-order change of O and of the occupied block of P. Adding the conjugate equation, i(x_ij*)′ = +σ_ji ε_j, gives iσ_ji′ = (ε_j − ε_i)σ_ji. This is homogeneous, so σ = 0 persists, in continuous time and also under the CN rule. The empty component receives nothing from ΦδM at first order:

i c_ai′ = Δ_ai c_ai + δH_ai,  c_ai = δP_ai.   (5)

The density is 2Σ P_pq φ_p φ_q with real φ, so it responds to c + c*, and δH = K(c + c*) + E₀ d cos Ωt, where c and d_ai = ⟨a|y|i⟩ are vectors over pairs (a,i) and K is the real symmetric Hartree plus exchange-correlation kernel. In Casida's notation A = Δ + K and B = K, with Δ diagonal.

Put c = Xe^(−iΩt) + Ye^(iΩt) with real X and Y, Z = X + Y, W = X − Y. Then c = Z cos Ωt − iW sin Ωt and δH = (KZ + E₀d/2)(e^(−iΩt) + e^(iΩt)). Let i d/dt act on e^(∓iΩt) as ±D. In continuous time D = Ω; a diagonal matrix is allowed for later use. The two components of (5) are

DX = ΔX + KZ + E₀d/2,  −DY = ΔY + KZ + E₀d/2.

Their difference is DZ = ΔW and their sum is DW = (Δ + 2K)Z + E₀d. Eliminating W,

[Δ + 2K − DΔ⁻¹D] Z = −E₀d,  W = Δ⁻¹DZ.   (6)

The electron charge is −1 and each orbital holds two electrons, so the induced dipole is −2Σ d(c + c*) = −4d·Z cos Ωt and the polarizability is α = 4dᵀ[Δ + 2K − DΔ⁻¹D]⁻¹d. With E₀ = 0 and D = ω, (6) becomes Δ(Δ + 2K)Z = ω²Z. If Δ + 2K is positive definite (a stable ground state) the ω_n are real, and the Jacobian of (1) on the c block has eigenvalues ±iω_n, the excitation energies.

RK4 multiplies a mode y′ = iωy by R = 1 + iξ − ξ²/2 − iξ³/6 + ξ⁴/24 with ξ = ωh, and

|R|² = (1 − ξ²/2 + ξ⁴/24)² + (ξ − ξ³/6)² = 1 − ξ⁶/72 + ξ⁸/576,

because the ξ² terms (−1 + 1) and the ξ⁴ terms (1/4 + 1/12 − 1/3) cancel and −1/24 + 1/36 = −1/72. So |R| ≤ 1 requires ξ² ≤ 8. In the PT gauge h ≤ 2√2/ω_max. In the Schrödinger gauge with frozen H and energy zero s the modes are ε − s, and h ≤ 2√2/max|ε − s|. For K = 0, ω_max is the full width of the spectrum, which is at least max|ε − s| for any s inside the spectrum and twice its smallest value. The fast modes are weakly excited in the PT gauge but remain in the Jacobian, and rounding errors seed them, so for K = 0, measured against the frozen-H Schrödinger gauge with s inside the spectrum, the stability limit of RK4 is not raised. This is a statement about stability only. In the Schrödinger gauge RK4 also multiplies each occupied orbital by R with ξ = h|ε_i − s|, and |R| < 1 damps it at every step, so an accurate step needs h|ε_i − s| well below 1; in the PT gauge the ground state is a fixed point and RK4 can stay accurate close to its stability limit. When deep occupied levels are present the gauge therefore helps RK4 in accuracy. The CN rule multiplies the same mode by (1 + iξ/2)/(1 − iξ/2), of modulus 1 for every h, so in linear response its step is limited by accuracy and not by stability.

(e) PT-CN is the CN rule applied to (1). S-CN is the Schrödinger-gauge step Ψⁿ⁺¹ − Ψⁿ = −(ih/2)H̄(Ψⁿ⁺¹ + Ψⁿ) with H̄ = (Hⁿ + Hⁿ⁺¹)/2. Find the D that each scheme puts into (6).

Solution. Linearizing the CN rule is the same as applying it to (5):

cⁿ⁺¹ − cⁿ = −(ih/2)[Δ(cⁿ⁺¹ + cⁿ) + δHⁿ⁺¹ + δHⁿ].   (7)

For a term proportional to λⁿ with λ = e^(∓iΩh), every sum carries λ + 1 and the difference carries λ − 1. Since (λ − 1)/(λ + 1) = ∓i tan(Ωh/2), dividing by −(ih/2)(λ + 1) returns the two component equations of part (d) with

D = Ω_T = (2/h) tan(Ωh/2).   (8)

To first order in the field, PT-CN gives the continuous-time response at the displaced frequency Ω_T, kernel included, and no orbital energy enters the displacement.

The S-CN step is Ψⁿ⁺¹ = (1 + ihH̄/2)⁻¹(1 − ihH̄/2)Ψⁿ, which is unitary for Hermitian H̄, so O = 1 and σ = 0 hold here too. Let u = hε_i/2 and v = hε_a/2. The unperturbed orbital is zⁿ|i⟩ with z = (1 − iu)/(1 + iu), |z| = 1 and z + 1 = 2/(1 + iu). Its component on |a⟩ is written zⁿcⁿ, so that P_ai = zⁿcⁿ(zⁿ)* = cⁿ at first order. The a component of the step, divided by zⁿ, is

zcⁿ⁺¹ − cⁿ = −iv(zcⁿ⁺¹ + cⁿ) − (ih/2)δH̄(z + 1).

Multiply by 1 + iu. The left side is (1 − iu)cⁿ⁺¹ − (1 + iu)cⁿ = δ − iuτ, with δ = cⁿ⁺¹ − cⁿ and τ = cⁿ⁺¹ + cⁿ. The first term on the right is −iv(τ − iuδ) = −ivτ − uvδ, and the last is −ihδH̄. Collecting, with v − u = hΔ/2 and 2δH̄ = δHⁿ⁺¹ + δHⁿ,

(1 + uv)(cⁿ⁺¹ − cⁿ) = −(ih/2)[Δ(cⁿ⁺¹ + cⁿ) + δHⁿ⁺¹ + δHⁿ].   (9)

This is (7) with the time difference multiplied by 1 + uv. With the energy zero moved to s,

D_ai = Ω_T[1 + h²(ε_a − s)(ε_i − s)/4].   (10)

At Ω = 0 both schemes have D = 0 and give the static response for any h. The absolute energies spoil the response to a changing field: the relative motion of two levels is computed from two separately distorted phases.

(f) Define the error as the root mean square over a period of the error in c, relative to that of c. Find, at leading order in h and for Ω well below the gaps, the ratio h_PT/h_S of steps giving equal error.

Solution. From tan x = x + x³/3 + …, Ω_T = Ω(1 + h²Ω²/12 + …). Writing D = Ω(1 + η) and s = 0,

η_PT = h²Ω²/12,  η_S = h²Ω²/12 + h²ε_aε_i/4 = (h²Ω²/12)(1 + 3ε_aε_i/Ω²).

The period average of |Z cos Ωt − iW sin Ωt|² is (Z² + W²)/2, so the error is ‖(δZ,δW)‖/‖(Z,W)‖. Vary (6) at first order in the diagonal matrix η, and call the bracket B_Ω. Since δ(DΔ⁻¹D) = 2ηΩ²Δ⁻¹ and W = ΩΔ⁻¹Z,

δZ = 2Ω B_Ω⁻¹ ηW,  δW = ηW + ΩΔ⁻¹δZ.

B_Ω and Δ have the size of an excitation energy ω, so δZ is smaller than ηW by about 2Ω/ω and adds in quadrature, and the second term of δW is smaller by about 2Ω²/ω². Up to relative corrections of order Ω²/ω²,

error ≈ ‖ηW‖/‖(Z,W)‖.

Both errors scale as h², and equating them gives

h_PT/h_S = ( ‖(1 + 3ε_aε_i/Ω²)W‖ / ‖W‖ )^(1/2),   (11)

which for a single pair is |1 + 3ε_aε_i/Ω²|^(1/2), tending to (3|ε_aε_i|)^(1/2)/Ω for slow driving. The shift η_PT is set by the period of the drive and, for slow driving, η_S by the product of orbital energies. Since W = ΩΔ⁻¹Z makes ‖W‖/‖(Z,W)‖ proportional to Ω, at fixed tolerance h_PT scales as Ω^(−3/2) and h_S as Ω^(−1/2), and the gain grows as 1/Ω, as long as the η allowed by the tolerance, which grows as 1/Ω, is small. For slower driving the expansion of the tangent fails, h_PT stays below π/Ω, where Ω_T diverges, and the gain grows more slowly than 1/Ω. It is large under the condition Ω² ≪ |ε_aε_i| for the pairs that carry W. Core pairs have a large product but enter (11) with their weight W_ai. A shift cancels η_S for one pair when (ε_a − s)(ε_i − s) = −Ω²/3, which for small Ω puts s near ε_i or near ε_a; one s can therefore serve two pairs only if each has a level near that s. Equation (7) is (9) with u = 0, as if each orbital had its own shift s = ε_i, and the term Φ(Φ*HΦ) supplies these shifts in a form that does not require the orbitals to stay eigenstates.

(g) Where does the advantage fail? With K = 0, find the frequency error of a free oscillation and any spurious resonance.

Solution. Put cⁿ ∝ e^(−iω_h nh) and δH = 0 in (9): (1 + uv)(2/h)tan(ω_h h/2) = Δ. With arctan x = x − x³/3 + … and 1/(1 + uv) = 1 − uv + …,

ω_h − Δ = −h²Δ³/12 − h²Δε_aε_i/4 = −h²(ε_a³ − ε_i³)/12,

where Δ² + 3ε_aε_i = ε_a² + ε_aε_i + ε_i² was used. PT-CN has uv → 0 and the error −h²Δ³/12. The ratio of S-CN to PT-CN is 1 + 3ε_aε_i/Δ², the factor of part (f) at Ω = Δ. Both schemes need a small hΔ for any excitation that rings, as after a kick. For two levels at −2.0 and −1.5 Ha the ratio is 1 + 3(3.0)/0.25 = 37, and one propagated step of h = 0.1 gives 36.7. With the zero at mid-gap, ε_aε_i = −Δ²/4 and the ratio is 1/4, also as propagated: S-CN is then four times more accurate for that transition.

For K = 0 the bracket in (6) is (Δ² − D²)/Δ. When ε_aε_i < 0 and Ωh < π, D_ai is negative for h > 2/|ε_aε_i|^(1/2) and can reach −Δ_ai. With θ = 2 arctan(hε/2), tan[(θ_a − θ_i)/2] = (v − u)/(1 + uv), and Δ + D = 0 makes this equal to −tan(Ωh/2). For 0 < Ωh < π and 0 < θ_a − θ_i < 2π this means θ_a − θ_i + Ωh = 2π, an aliasing of the phases per step that makes S-CN resonate where the system does not. The bracket also vanishes at D_ai = +Δ_ai, which by the same identity means θ_a − θ_i = Ωh; when ε_aε_i > 0 and Ω < Δ, the factor 1 + uv exceeds 1, so D_ai > Ω_T and this false S-CN resonance comes at a smaller h than the PT-CN one below. PT-CN has D = Ω_T > 0 in this range and resonates falsely where Ω_T is pushed up to a gap, tan(Ωh/2) = hΔ/2; for Δ ≫ Ω this root lies near Ωh = π, two steps per period.

Finally, σ = 0 was shown for PT-CN at first order in the field. Beyond it orthonormality is not guaranteed and has to be monitored.

(h) Apply the results to water: adiabatic LDA (Slater exchange, VWN correlation), 6-31G basis with 13 functions, unpruned atomic grids of 20×50 points, fixed nuclei with O at the origin and H at (0, ±1.43, 1.11) bohr, and an 800 nm field along the H–H axis y, with Ω = 0.056954 Ha and period T = 110.320 a.u.

Solution. The small basis, the coarse grid and the functional define a model, and its numbers are not predictions for experiment. They are not converged either: a 75×302 grid moves the levels by about 10⁻³ Ha and the polarizability below from 7.0086 to 7.0033 a.u., and the aug-cc-pVDZ basis gives a polarizability of 10.46 a.u., excitation energies from 0.241 to 22.42 Ha and a step gain of 6.85 instead of 5.79. The levels run from −18.5912 to 1.3616 Ha with the zero at the vacuum level.

Explicit limit. The finite-difference Jacobian of (1) reproduces the Casida frequencies, 0.277 to 20.028 Ha. The PT limit is 2.8284/20.028 = 0.1412 a.u. (3.42 as). A small perturbation propagated for 25 steps changes by a factor 0.774 at 0.95 of this step and 846 at 1.05. The frozen-H Schrödinger limits are larger: 2.8284/18.5912 = 0.1521 a.u. at s = 0, and 0.2835 a.u. at the midpoint s = −8.6148 Ha, where max|ε − s| = 9.9764 Ha. These larger limits are not usable steps: at h = 0.1254 a.u. and s = 0 the core orbital has ξ = 2.33 and |R|² ≈ 0.29 per step. With K = 0 and the pulse below, PT-RK4 at this step has a relative error in P of 5×10⁻⁸, while Schrödinger RK4 has an error above 1 for both choices of s, and still 1.4×10⁻² at the midpoint when the orbitals are re-orthonormalized at every step.

Steady response. The nonlinear schemes were run for one period at E₀ = 10⁻⁴ a.u., starting on the orbit (6), and the part odd in E₀ was kept. PT-CN with eight steps has h = 13.790 a.u., Ωh/2 = π/8 and Ω_T = 2(0.41421)/13.790 = 0.060074 Ha, so η = 0.060074/0.056954 − 1 = 0.0548. With ‖W‖/‖Z‖ = 0.1206, ‖W‖/‖(Z,W)‖ = 0.1206/(1 + 0.1206²)^(1/2) = 0.1197, and the estimate of part (f) is 0.0548 × 0.1197 = 6.6×10⁻³. The run differs from the continuous-time response by 6.9×10⁻³ and from (6) with (8) by 1.4×10⁻⁷, both relative to c. This stable step is 13.790/0.1412 ≈ 98 times the RK4 limit. S-CN at h = 4.597 a.u., a third of that step, is in error by 2.4×10⁻² and agrees with (10) to 1.4×10⁻⁶. The polarizability is 7.0086 a.u. in continuous time, 7.0168 for PT-CN (+0.12 %) and 6.9917 for S-CN (−0.24 %). For PT-CN the sign follows from Ω_T > Ω, which lowers the positive definite bracket in (6). For S-CN the pair with the largest W, ε_i = −0.2936 and ε_a = 0.1214 Ha, has 1 + uv = 1 − 21.13(0.03564)/4 = 0.81, which lowers its D.

Step for an error of 10⁻³. The estimate is η = 10⁻³/0.1197 = 8.35×10⁻³ and h_PT = (12η)^(1/2)/Ω = 0.3166/0.056954 = 5.56 a.u. Solving (6) without expansion gives h_PT = 5.403 a.u. (131 as) and h_S = 0.933 a.u. (22.6 as), a gain of 5.79 against 5.87 from (11). The single-pair formula for the leading pair gives |1 − 3(0.03564)/0.0032438|^(1/2) = 31.96^(1/2) = 5.65, but the closeness is largely accidental: this pair holds 52 % of ‖W‖² and 45 % of the squared numerator of (11), and four pairs ending on higher empty levels, with under 1 % of ‖W‖² together, supply another 44 % through their large products ε_aε_i. The shift s = 0.12 Ha, which nearly cancels η_S for the leading pair, raises the gain to 6.5. At Ω/2 the steps are 15.44 and 1.317 a.u., a gain of 11.7, which is 2.02 times larger, as 1/Ω scaling requires. The best shift on a grid of spacing 0.05 Ha is s = 0.05 Ha and leaves a gain of 5.42. The first spurious S-CN resonance among the y-allowed pairs, for frozen H, involves the levels −18.5912 and 0.9978 Ha at h = 8.539 a.u.: there Ω_T = 0.05811 Ha, 1 + uv = 1 − 72.91(18.550)/4 = −337.1, and the product is −19.59 Ha = −Δ.

One-cycle pulse. The field is E₀ sin²(πt/T) sin Ωt with E₀ = 0.01 a.u. The reference is RK4 for iP′ = [H,P] at h = 0.1254 a.u. in the same model, which carries its own time-step error. Errors are the largest ‖P − P_ref‖ divided by max‖P_ref − P₀‖ = 1.53×10⁻². The orbital speeds differ greatly: ‖Ψ′‖ = 18.6 Ha in the ground state (16.2 Ha with the best shift), while the largest sampled ‖Φ′‖ is 9.5×10⁻⁴ Ha, a ratio of 2×10⁴. As part (c) warned, this ratio is not the gain in step. At h = 5.015 a.u. (121 as) the errors are 1.0×10⁻² for PT-CN and 4.4×10⁻² for S-CN, a ratio of 4.2, and the final orthonormality defect ‖Φ*Φ − 1‖ of PT-CN is 8×10⁻⁸.

At h = 1.003 a.u. the order is reversed: 3.8×10⁻³ for PT-CN and 2.8×10⁻³ for S-CN. The PT error has fallen by 2.7 for a fivefold smaller step, far from the 25 of an h² law. The following explanation is a conjecture, not tested by the program. The pulse is ½ sin Ωt − ¼ sin 2Ωt times E₀, whose third derivative jumps by 3Ω³E₀/2 at the start, and such a start leaves weak free oscillations to which part (g) applies. The ringing is at the excitation energies ω_n, more than one of which can take part, so the bare gap of one pair is only a rough guide. For the leading pair, Δ = 0.4150 Ha, the PT phase error after one period is h²Δ³T/12 = 1.006(0.07147)(110.3)/12 = 0.66 rad on the bare gap, while at h = 5.015 a.u. the unexpanded frequency (2/h)arctan(hΔ/2) = 0.321 Ha gives (0.415 − 0.321)(110.3) ≈ 10 rad, so the ringing error there has saturated at a size set by the exact and numerical ringing amplitudes and cannot scale as h² between the two steps, and the S-CN ratio is 1 − 3(0.03564)/0.1722 = 0.38, below 1 because the vacuum zero lies inside the gap; this single-pair value gives the direction only, since in the linearized equations (7) and (9) with the kernel the ringing errors at h = 1.003 a.u. are in a ratio of about 0.7. On this reading PT-CN wins at the large step because the driven error of S-CN is large there, and it loses its lead at the small step, where ringing is the larger part of both errors.

Values computed for the example and the checks

```
model: min |dPhi/dt|^2 = 2.273080, |[H,P]|^2/2 = 2.273080, S gauge 4.106097 Ha^2
model: polar alignment vs PT, error 5.604e-05 (dt 0.01), 1.401e-05 (dt 0.005), ratio 4.000
model: PT-CN local error at h = 0.002: 4.2725e-09, formula 4.2725e-09
two-level deep: e_i -2.0 Ha, w 0.5 Ha, h 0.1: shift PT -1.0413e-04, S -3.8239e-03 Ha, S/PT 36.723 (leading 37.000)
two-level mid-gap zero: e_i -0.25 Ha, w 0.5 Ha, h 0.1: shift PT -1.0413e-04, S -2.6039e-05 Ha, S/PT 0.250 (leading 0.250)
water: H at (0, +-1.43, 1.11) bohr, 13 basis functions, E = -75.81931 Ha
occupied e (Ha): -18.5912 -0.9220 -0.4763 -0.2936 -0.2304
virtual e (Ha): 0.0331 0.1214 0.7768 0.8224 0.8266 0.9114 0.9978 1.3616
800 nm: Om = 0.056954 Ha, period = 110.320 a.u.; 1 a.u. of time = 24.1888 as
TDDFT w_min = 0.27745, w_max = 20.02782 Ha; max |Jacobian - Casida| = 3.1e-10 Ha
RK4 limit PT = 0.1412 a.u. = 3.42 as; growth in 25 steps 0.774 (0.95), 846 (1.05)
RK4 limit S gauge, frozen H, s = 0.0000 Ha: 0.1521 a.u.
RK4 limit S gauge, frozen H, s = -8.6148 Ha: 0.2835 a.u.
continuous-time alpha(Om) = 7.008590 a.u., |W|/|Z| = 0.1206
PT-CN E0 0.0001 h = 13.790 a.u.: OmT 0.060074 Ha, alpha run 7.016804, formula 7.016804 a.u.
   rel. dP error vs continuous time 6.883e-03, vs discrete formula 1.4e-07
S-CN E0 0.0001 h = 4.597 a.u.: OmT 0.057282 Ha, alpha run 6.991673, formula 6.991673 a.u.
   rel. dP error vs continuous time 2.440e-02, vs discrete formula 1.4e-06
tol 0.001, Om 0.05695 Ha: h_PT 5.403 a.u. = 130.7 as, h_S 0.9331 a.u. = 22.6 as, gain 5.79, leading 5.87
tol 0.001, Om 0.02848 Ha: h_PT 15.439 a.u. = 373.4 as, h_S 1.3173 a.u. = 31.9 as, gain 11.72, leading 11.86
gain ratio Om/2 to Om = 2.024; best s = 0.05 Ha: h_S 0.9973 a.u., gain 5.42
largest W pair: e_i -0.2936, e_a 0.1214 Ha, pair gain 5.65
first spurious S-CN resonance (frozen H): h = 8.539 a.u., e_i -18.5912, e_a 0.9978 Ha
pulse E0 = 0.01 a.u., RK4 reference h = 0.1254 a.u., max |P - P0| = 1.5271e-02
|dPsi/dt| = 18.624 (s = 0), 16.208 (best s), max |dPhi/dt| = 9.498e-04 Ha
pulse PT-CN h = 5.015 a.u. = 121.3 as: rel. P error 1.042e-02, |Phi*Phi-1| 8.4e-08
pulse PT-CN h = 1.003 a.u. = 24.3 as: rel. P error 3.802e-03, |Phi*Phi-1| 4.1e-09
pulse S-CN h = 5.015 a.u. = 121.3 as: rel. P error 4.387e-02, |Phi*Phi-1| 5.1e-15
pulse S-CN h = 1.003 a.u. = 24.3 as: rel. P error 2.787e-03, |Phi*Phi-1| 1.5e-14
pulse error ratio S/PT at the large step = 4.21
```
